# Filled-trap layer at the depletion edge in n-type silicon: a numerical check

```python
# Result under test: an electron trap lying dE below the bulk Fermi energy stays
# filled over a width  lam = sqrt(2 eps dE / (q^2 N))  inside the depletion edge.
# With the edge defined by capacitance, W = eps/C, dE is replaced by dE - kT.
# N: bulk free-electron density = fixed charge density of the filled layer.
# u: upward band bending / kT;  LD: Debye length;  t: trap density / N.
# Scaled Poisson equation (x in LD): u'' = 1 + t*(empty fraction) - exp(-u).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import expit

q, kB, eps0 = const.e, const.k, const.epsilon_0
eps_r = 11.7
eps = eps_r * eps0
dE = 0.30                 # eV
N_cm = 1e15               # cm^-3
N = N_cm * 1e6            # m^-3
T = 200.0                 # K
bending = 5.0             # eV, total band bending at the interface


def sharp_width(energy_eV):
    """Width in micrometres from the closed formula."""
    return 1e6 * np.sqrt(2 * eps * energy_eV / (q * N))


def debye_um(temp):
    return 1e6 * np.sqrt(eps * kB * temp / (q * q * N))


def solve_junction(u_surface, u_trap, t):
    """Nonlinear Poisson solution; returns x, u and capacitance width (in LD)."""
    guess_width = np.sqrt(2 * (u_surface - 1))
    x = np.linspace(0, guess_width + 18, 6001)
    h = x[1] - x[0]
    u = np.where(x < guess_width, (guess_width - x)**2 / 2, 0.0)
    u[0] = u_surface
    band = np.full((3, len(x) - 2), 1 / h**2)
    for strength in ([0.0] if t == 0 else [0.0, t]):
        for _ in range(100):
            empty = expit(u - u_trap)
            tail = np.exp(-u)
            residual = ((u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
                        - (1 + strength * empty - tail)[1:-1])
            slope = (strength * empty * (1 - empty) + tail)[1:-1]
            band[1] = -2 / h**2 - slope
            step = solve_banded((1, 1), band, -residual)
            u[1:-1] += step
            if np.max(np.abs(step)) < 1e-6:
                break
        else:
            raise AssertionError("Newton iteration did not converge")
    # Fast capacitance: traps frozen, only free electrons respond.
    band[1] = -2 / h**2 - np.exp(-u[1:-1])
    rhs = np.zeros(len(x) - 2)
    rhs[0] = -1 / h**2
    response = solve_banded((1, 1), band, rhs)
    k = 1000              # still deep in the depleted region
    width = x[k] / (1 - response[k - 1])
    return x, u, width


def position_at(level, x, u):
    return np.interp(level, u[::-1], x[::-1])


# Sharp-edge result against direct integration of Poisson's equation
lam = sharp_width(dE)
curvature = q * N / eps * 1e-12       # V per square micrometre


def reached(s, y):
    return y[0] - dE


reached.terminal = True
ode = solve_ivp(lambda s, y: [y[1], curvature], [0, 5], [0, 0],
                events=reached, rtol=1e-10, atol=1e-12, max_step=0.05)
lam_ode = ode.t_events[0][0]
field_ode = ode.y_events[0][0][1] * 10       # V/um to kV/cm
field = 2 * dE / lam * 10
assert abs(lam_ode / lam - 1) < 1e-6
assert abs(field_ode / field - 1) < 1e-6
assert abs(lam - 0.62) < 0.005

# Capacitance-defined width: temperatures and biases
widths = {}
for temp, total in [(200.0, 5.0), (200.0, 2.0), (300.0, 5.0)]:
    kT_t = kB * temp / q
    x, u, W = solve_junction(total / kT_t, dE / kT_t, 0.0)
    numeric = (W - position_at(dE / kT_t, x, u)) * debye_um(temp)
    widths[temp, total] = numeric
    assert abs(numeric / sharp_width(dE - kT_t) - 1) < 1e-3
    assert abs(numeric / lam - 1) > 0.02     # the kT term is really resolved
assert abs(widths[200.0, 5.0] / widths[200.0, 2.0] - 1) < 1e-3

# Example state, thermal smearing of the occupancy boundary
kT = kB * T / q
LD = debye_um(T)
uT, uS = dE / kT, bending / kT
x, u, W_filled = solve_junction(uS, uT, 0.0)
lam_C = widths[200.0, 5.0]
W_um = W_filled * LD
smear = (position_at(uT - np.log(9), x, u)
         - position_at(uT + np.log(9), x, u)) * LD
smear_formula = (sharp_width(dE - kT + kT * np.log(9))
                 - sharp_width(dE - kT - kT * np.log(9)))
assert abs(smear / smear_formula - 1) < 0.01

# Many traps: width unchanged when N is the bulk free-electron density
x2, u2, W2 = solve_junction(uS, uT, 0.2)
lam_many = (W2 - position_at(uT, x2, u2)) * LD
assert abs(lam_many / lam_C - 1) < 0.01

# Capacitance signal for few traps (1% covers second order and smearing)
t_small = 0.002
_, _, W_emptied = solve_junction(uS, uT, t_small)
signal = 1 - W_emptied / W_filled
factor = (1 - lam_C / W_um)**2
assert abs(signal / (t_small / 2 * factor) - 1) < 0.01

# Sizes of neglected effects; material inputs are rough typical values
m_dos, m_thermal = 1.08, 0.26
sigma, mobility = 1e-15, 3000.0       # cm^2, cm^2/(V s)
gap, donor_depth, breakdown = 1.15, 0.045, 300.0   # eV, eV, kV/cm
Nc = 2 * (2 * np.pi * m_dos * const.m_e * kB * T / const.h**2)**1.5 * 1e-6
fermi_depth = kT * np.log(Nc / N_cm)
trap_depth = fermi_depth + dE
v_th = 100 * np.sqrt(3 * kB * T / (m_thermal * const.m_e))
emission = sigma * v_th * Nc * np.exp(-trap_depth / kT)
settling = 1 / (2 * emission)
n_half = Nc / 2 * np.exp(-donor_depth / kT)
n_free = 2 * N_cm / (1 + np.sqrt(1 + 4 * N_cm / n_half))
unionised = 1 - n_free / N_cm
hole_ratio = np.exp(-(gap - 2 * trap_depth) / kT)
degeneracy_shift = sharp_width(dE + kT * np.log(2)) - lam
coulomb = q / (4 * np.pi * eps)
random_mV = 1e3 * coulomb * np.sqrt(4 * np.pi * N * lam * 1e-6)
path = quad(lambda b: np.exp(b) / np.sqrt(2 * (b - 1 + np.exp(-b))), 1, uT)[0]
leak_limit = 0.1 * kT * q * mobility * N_cm / (LD * 1e-4 * path)
peak_field = np.sqrt(2 * q * N * bending / eps) * 1e-5
eps_shift = lam * (1 - np.sqrt(0.98))
assert peak_field < breakdown and unionised < 0.01 and hole_ratio < 0.01

print(f"Trap below Fermi energy: {dE:.2f} eV")
print(f"Bulk electron density N: {N_cm:.1e} cm^-3")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Band curvature qN/eps: {curvature:.4f} V/um^2")
print(f"Sharp-edge width, formula: {lam:.4f} um")
print(f"Sharp-edge width, integrated: {lam_ode:.4f} um")
print(f"Field at crossing: {field:.2f} kV/cm")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Debye length: {LD:.4f} um")
print(f"Total band bending: {bending:.1f} eV")
print(f"Capacitance width W: {W_um:.3f} um")
print(f"Width from capacitance edge, 200 K, 5 eV: {lam_C:.4f} um")
print(f"Same, 200 K, 2 eV bending: {widths[200.0, 2.0]:.4f} um")
print(f"Same, 300 K, 5 eV bending: {widths[300.0, 5.0]:.4f} um")
print(f"Formula with dE - kT, 200 K: {sharp_width(dE - kT):.4f} um")
print(f"Same edge, trap density 0.2 N: {lam_many:.4f} um")
print(f"Occupancy 90% to 10% layer: {smear:.4f} um")
print(f"Signal factor (1-lam/W)^2: {factor:.4f} (no unit)")
print(f"Test trap density / N: {t_small:.4f} (no unit)")
print(f"Computed signal dC/C: {signal:.4e} (no unit)")
print(f"Formula signal dC/C: {t_small / 2 * factor:.4e} (no unit)")
print(f"Rough density-of-states mass: {m_dos:.2f} m_e")
print(f"Rough thermal-velocity mass: {m_thermal:.2f} m_e")
print(f"Band density of states Nc: {Nc:.2e} cm^-3")
print(f"Fermi energy below band edge: {fermi_depth:.3f} eV")
print(f"Trap below band edge: {trap_depth:.3f} eV")
print(f"Rough capture cross-section: {sigma:.1e} cm^2")
print(f"Emission rate: {emission:.2f} s^-1")
print(f"Settling time at crossing: {settling:.2f} s")
print(f"Width shift, degeneracy factor 2: {degeneracy_shift:.4f} um")
print(f"Width shift, permittivity 2% off: {eps_shift:.4f} um")
print(f"Rough donor depth: {donor_depth:.3f} eV")
print(f"Un-ionised donor fraction: {100 * unionised:.2f} %")
print(f"Random-dopant potential, rough: {random_mV:.1f} mV")
print(f"Rough band gap: {gap:.2f} eV")
print(f"Hole/electron emission, rough: {hole_ratio:.1e} (no unit)")
print(f"Rough mobility: {mobility:.0f} cm^2/(V s)")
print(f"Leakage for 0.1 kT level drop: {leak_limit:.1e} A/cm^2")
print(f"Peak field at interface: {peak_field:.1f} kV/cm")
print(f"Rough breakdown field: {breakdown:.0f} kV/cm")
print("all assertions hold")
```

Output:

```
Trap below Fermi energy: 0.30 eV
Bulk electron density N: 1.0e+15 cm^-3
Relative permittivity: 11.7
Band curvature qN/eps: 1.5466 V/um^2
Sharp-edge width, formula: 0.6229 um
Sharp-edge width, integrated: 0.6229 um
Field at crossing: 9.63 kV/cm
Temperature: 200 K
Thermal energy kT: 0.01723 eV
Debye length: 0.1056 um
Total band bending: 5.0 eV
Capacitance width W: 2.538 um
Width from capacitance edge, 200 K, 5 eV: 0.6047 um
Same, 200 K, 2 eV bending: 0.6047 um
Same, 300 K, 5 eV bending: 0.5954 um
Formula with dE - kT, 200 K: 0.6047 um
Same edge, trap density 0.2 N: 0.6046 um
Occupancy 90% to 10% layer: 0.0812 um
Signal factor (1-lam/W)^2: 0.5803 (no unit)
Test trap density / N: 0.0020 (no unit)
Computed signal dC/C: 5.8033e-04 (no unit)
Formula signal dC/C: 5.8031e-04 (no unit)
Rough density-of-states mass: 1.08 m_e
Rough thermal-velocity mass: 0.26 m_e
Band density of states Nc: 1.53e+19 cm^-3
Fermi energy below band edge: 0.166 eV
Trap below band edge: 0.466 eV
Rough capture cross-section: 1.0e-15 cm^2
Emission rate: 0.52 s^-1
Settling time at crossing: 0.97 s
Width shift, degeneracy factor 2: 0.0123 um
Width shift, permittivity 2% off: 0.0063 um
Rough donor depth: 0.045 eV
Un-ionised donor fraction: 0.18 %
Random-dopant potential, rough: 10.9 mV
Rough band gap: 1.15 eV
Hole/electron emission, rough: 3.2e-06 (no unit)
Rough mobility: 3000 cm^2/(V s)
Leakage for 0.1 kT level drop: 1.2e-05 A/cm^2
Peak field at interface: 39.3 kV/cm
Rough breakdown field: 300 kV/cm
all assertions hold
```
